# The planar critical angle from the Lindhard standard potential, part 2

At what angle does an ion cross an atomic plane instead of being turned back? Hartree atomic units are used. The ion has charge number \(Z_1\), mass \(M\), speed \(v\) and energy \(E=\tfrac12Mv^2\); \(\psi\) is its angle to the plane, far away for an isolated plane. The plane has \(n\) atoms per area, of nuclear charge number \(Z_2\), and \(\sigma=Z_2n\). With screening length \(a\), each atom acts through

\[
V(r)=Z_1Z_2\left[\frac1r-\frac1{\sqrt{r^2+c^2}}\right],\qquad c=\sqrt3\,a .
\]

Averaging along the plane gives the smeared potential at height \(y\), with \(K=2\pi Z_1\sigma\):

\[
Y(y)=K\left[\sqrt{y^2+c^2}-|y|\right].
\]

This needs many atoms, well spread sideways, to be passed before the height changes appreciably, which is still to be checked. For \(y>0\) and \(R=\sqrt{y^2+c^2}\),

\[
-\frac{dY}{dy}=K\left(1-\frac yR\right).
\]

The energy equation is

\[
\tfrac12Mv_y^2+Y(y)=E\sin^2\psi .
\]

For small angles the ion turns at \(y_t\), where \(Y(y_t)=E\psi^2\). With \(w=(\psi/\psi_a)^2\),

\[
\sqrt{y_t^2+3a^2}=wa+y_t,\qquad y_t=\frac{a(3-w^2)}{2w} .
\]

An isolated plane is surmounted at \(\psi_b=\sqrt{Kc/E}\) and approached to \(y=a\) at \(\psi_a=\sqrt{Ka/E}\). These angles go as \(\sqrt a\) because the closest approach is zero or a fixed multiple of \(a\).

The example has \(Z_1=5\), \(Z_2=14\), \(n=0.025\ \text{bohr}^{-2}\), \(a=0.3\) bohr and \(E=4000\) hartree, so \(Kc=Y(0)=5.713\) hartree, \(\psi_a=0.02872\) rad (1.645°) and \(\psi_b=0.03779\) rad (2.165°).

Now take a stack of planes at \(jd\), with spacing \(d\) and \(j\) from \(-N\) to \(N\). With \(f(y)=\sqrt{y^2+c^2}-y\) for \(y\ge0\), the barrier \(\Delta U\) from mid-channel to plane is

\[
\frac{\Delta U}{K}=c+\lim_{N\to\infty}2\left[\sum_{j=1}^{N}f(jd)-\sum_{j=0}^{N-1}f\big((j+\tfrac12)d\big)\right].
\]

The question is how far this lies from the isolated barrier \(Kc\).

**A.** For \(y>c\) the root can be expanded:

\[
f(y)=y\left[\sqrt{1+\frac{c^2}{y^2}}-1\right]=\frac{c^2}{2y}-\frac{c^4}{8y^3}+O\!\left(\frac{c^6}{y^5}\right).
\]

The smallest distance in the sums is \(d/2\), so the expansion requires \(c<d/2\). The first term needs

\[
S_1=\sum_{j=1}^{N}\frac1j-\sum_{j=0}^{N-1}\frac1{j+\frac12} .
\]

Let \(H_N=\sum_{j=1}^N1/j\). The second sum is twice the sum of \(1/(2j+1)\), that is, of the reciprocals of the odd numbers below \(2N\). Those are all the reciprocals up to \(2N\) less the even ones, or \(H_{2N}-\tfrac12H_N\). Hence

\[
S_1=H_N-2H_{2N}+H_N=2(H_N-H_{2N})\to-2\ln2,
\]

because \(H_N\) grows as \(\ln N\) plus a constant. The logarithms that made each potential infinite have cancelled.

The second term needs

\[
S_3=\sum_{j=1}^\infty\frac1{j^3}-\sum_{j=0}^\infty\frac1{(j+\frac12)^3}=\zeta(3)-8\sum_{j=0}^\infty\frac1{(2j+1)^3},
\]

with \(\zeta(3)=\sum_j j^{-3}\). The even numbers contribute \(\zeta(3)/8\) to \(\zeta(3)\), so the odd ones contribute \(7\zeta(3)/8\), and \(S_3=\zeta(3)-7\zeta(3)=-6\zeta(3)\).

Collecting the terms,

\[
\frac{\Delta U}{K}=c+2\,\frac{c^2}{2d}(-2\ln2)-2\,\frac{c^4}{8d^3}\big(-6\zeta(3)\big)+\dots
\]

With \(s=c/d\) this is

\[
\Delta U=Kc\left[1-2\ln2\;s+\tfrac32\zeta(3)\,s^3+O(s^5)\right].
\]

The leading correction is negative. Two effects add up. The plane's own potential has not fallen to zero at mid-channel, where it is still \(Kf(d/2)\approx Kc^2/d\). This supplies the fraction \(1/(2\ln2)=0.72\) of the leading correction. The rest arises because the other planes raise the potential at mid-channel more than they raise it on the plane.

**Q.** How much less, in your example?

**A.** Let the spacing be \(d=3.6\) bohr. Then \(s=\sqrt3\times0.3/3.6=0.1443\), and the bracket is

\[
1-0.2001+0.0054=0.8053 .
\]

The series gives \(\Delta U=4.601\) hartree. A direct numerical sum, with 20 000 planes on each side, gives 4.600 hartree, or 0.805 of the isolated barrier. For an ion that starts at mid-channel the limiting angle is

\[
\psi_s=\sqrt{\frac{\Delta U}{E}}=\sqrt{\frac{4.600}{4000}}=0.03391\ \text{rad}=1.943^\circ .
\]

This is the angle for reaching the top of the smeared plane. It should be compared with \(\psi_b\), which was defined in the same way.

**Q.** Then the correction depends on \(a/d\), and the square root of \(a\) is gone.

**A.** As an exact law in a stack, yes. It is the leading behaviour for \(a\ll d\). At fixed \(d\) both \(c\) and \(s\) are proportional to \(a\), so \(\psi_s^2\) is proportional to \(s-2\ln2\,s^2+\tfrac32\zeta(3)s^4\). Differentiating its logarithm with respect to \(\ln s\) and halving,

\[
\frac{d\ln\psi_s}{d\ln a}\approx\frac12\;\frac{1-4\ln2\,s+6\zeta(3)s^3}{1-2\ln2\,s+\frac32\zeta(3)s^3} .
\]

For the example this is 0.386. Finite differences of the direct plane sum give 0.385. A screening length larger by one per cent thus raises the angle by about 0.39 per cent, where the isolated plane would give 0.50 per cent. The dependence on \(\sigma\) and on \(E\) is still a square root at fixed \(a\) and \(d\), since \(\sigma\) enters only through the common factor \(K\).

**Q.** Ions entering a crystal do not all start at mid-channel.

**A.** An ion that enters at distance \(x\) from a plane already has some potential energy. Let \(U(x)\) be the stack potential, measured from its value at mid-channel. Conservation of the normal energy gives the limit

\[
E\psi^2=\Delta U-U(x).
\]

The permitted angle is largest at mid-channel, falls as the entry point nears a plane, and vanishes on the plane itself. A parallel beam spread evenly over the surface therefore has no single critical angle, even in the smeared model. The value \(\psi_s\) is the largest one.

**Q.** Your argument uses energy alone. Does an ion that is allowed to cross really arrive?

**A.** In one dimension it must, provided that the normal velocity does not vanish on the way. The motion can also be followed directly. Measure progress by the path \(\ell=vt\), and let \(q\) be the displacement from mid-channel. Newton's equation \(M\ddot q=-dU/dq\) becomes

\[
\frac{d^2q}{d\ell^2}=-\frac1{Mv^2}\frac{dU}{dq}=-\frac1{2E}\frac{dU}{dq} .
\]

I integrated this numerically from mid-channel, with initial slope \(\sin\psi\), and bisected between launch angles that reach the plane and angles that turn back. The dividing angle came out as 0.03392 rad, against 0.03391 rad from \(\sqrt{\Delta U/E}\). Using \(\sin\psi\) in place of \(\psi\) raises the angle by the fraction \(\psi^2/6\), which is \(0.0000065\) rad here and enough to change the last rounded digit.

**Q.** All of this still rests on smearing. You promised to ask whether the ion passes enough atoms.

**A.** I look at the stretch near the turning point, for an isolated plane. In the stack an ion launched from mid-channel at the same angle comes closer, to 0.69 bohr at half of \(\psi_a\) and to 0.14 bohr at \(\psi_a\), so the counts below are too favourable for it. By the energy equation, the normal speed at height \(2y_t\) is the fraction \(\sqrt{1-Y(2y_t)/Y(y_t)}\) of its value far away, which is 0.70 at half of \(\psi_a\) and 0.60 at \(\psi_a\). At these angles more than half of the change in normal velocity therefore happens below \(2y_t\). I count the atoms in a strip that reaches \(y_t\) to either side of the ion's track, over the path on which the height stays below \(2y_t\). First the force is needed. With \(R=\sqrt{y^2+c^2}\), the earlier expression can be written

\[
-\frac{dY}{dy}=K\,\frac{R-y}{R}=\frac{Y}{R} .
\]

At the turning point \(Y=E\psi^2\), so the equation of motion gives the curvature of the path there as

\[
\frac{d^2y}{d\ell^2}=\frac{1}{2E}\,\frac{E\psi^2}{R_t}=\frac{\psi^2}{2R_t},\qquad R_t=\sqrt{y_t^2+c^2} .
\]

If this curvature stayed constant, the ion would rise by \(y_t\) over a path \(\ell_1\) with \(y_t=\tfrac12\,\ell_1^2\,\psi^2/(2R_t)\), which gives \(\ell_1=2\sqrt{y_tR_t}/\psi\). The force weakens as the ion rises, so the true path is longer. The strip has width \(2y_t\) and length at least \(2\ell_1\), and the mean number of atoms in it is at least

\[
m=n\,(2y_t)\,\frac{4\sqrt{y_tR_t}}{\psi}=8\nu\sqrt{\frac{R_t}{y_t}},\qquad \nu=\frac{n\,y_t^2}{\psi} .
\]

At half of \(\psi_a\), with \(y_t=1.7625\) bohr, \(\nu=5.41\). The turning condition gives \(R_t=y_t+wa=1.8375\) bohr, and so \(m\approx44\). At \(\psi_a\) itself \(\nu=0.078\) and \(R_t/y_t=2\), so \(m\approx0.9\).

This is a lower bound, but at \(\psi_a\) the true count is not much larger. There \(y_t=a\), and at height \(2a\) the normal kinetic energy is \(1-(\sqrt7-2)=0.354\) of \(E\psi^2\). Because \(Y\) is convex, the normal kinetic energy between \(a\) and \(2a\) is at least \(0.354\,E\psi^2(y-a)/a\). The path from \(a\) to \(2a\) is then at most \(2a/(\psi\sqrt{0.354})=3.36\,a/\psi\), against \(\ell_1=2.83\,a/\psi\). The count therefore lies between 0.9 and 1.1.

**Q.** So at \(\psi_a\) the ion is turned by about one atom, if one happens to be there. The smeared plane means nothing at the very angle you want to compute.

**A.** The count does remove the justification by averaging at \(\psi_a\) in this example. It does not tell us what the ions do. For that I followed ions past a plane of separate atoms. The atoms sit on a square lattice with the same \(n\), hence with spacing \(n^{-1/2}=6.325\) bohr. They are fixed, and each acts through \(V(r)\). The ions start 3.6 bohr above the plane, at random positions parallel to it. Their normal energy is reduced by \(Y(3.6\ \text{bohr})\), so that \(\psi\) still denotes the angle far away. They all travel along one direction in the plane, whose slope against a lattice row is \((\sqrt5-1)/2\), to avoid running along a densely packed row. The equations of motion were integrated in steps of 0.08 bohr, with the forces of the nearest lattice site and the eight sites around it. Of 200 ions at each angle, these fractions ended beyond the plane (the sampling error is about 0.03 at \(\psi_b\) and 0.015 at \(2\psi_a\), so the third digit carries no meaning):

- \(\psi=0.5\,\psi_a\): 0.000
- \(\psi=\psi_a\): 0.000
- \(\psi=\psi_b=1.316\,\psi_a\): 0.805
- \(\psi=2\,\psi_a\): 0.955

**Q.** The second line contradicts your count. With only about one atom in the strip on average, I would have expected many ions to slip through.

**A.** So would I, from the count alone. The calculation shows that no ion in this sample crossed at \(\psi_a\). A large \(m\) supports the average only if the atoms passed are also well spread sideways, which is not so along a lattice row. The result shows that reflection can occur without a large \(m\). But the list gives only the side on which an ion ends, not the angle at which it leaves, and reflection here does not mean that the ion stays channelled. One nearly straight pass at distance \(b\) from an atom deflects it by \(Z_1Z_2c^2/[Eb(b^2+c^2)]\), which is 0.044 rad at \(b=a\), more than \(\psi_a\) itself. The median ion reflected at \(\psi_a\) leaves with about 1.6 times the normal energy it came with, more than the barrier \(\Delta U\) of the stack, whereas at half of \(\psi_a\) the normal energy is unchanged to within one per cent.

I can offer a conjecture about the reason. Along the chosen direction the lattice presents its atoms at rather evenly spread sideways distances, so an ion lingering near the plane may be unable to avoid a close atom for long. Atoms placed at random would leave larger gaps. The zero does not carry over to other arrangements. At \(\psi_a\) about four tenths of the ions cross a plane of randomly placed atoms with the same \(n\), and about four fifths cross when they run along a row of the lattice. It is also a zero out of 200. If the true crossing fraction were 1.5 per cent, a sample of this size would still show no crossing with probability \(0.985^{200}\approx0.05\).

**Q.** And the upper two lines? A smeared plane would let everything through above \(\psi_b\).

**A.** Here the atoms do show. At \(2\psi_a\) the normal energy is \(4Ka\), which is \(4/\sqrt3=2.3\) times the smeared barrier. Every ion would cross a smeared plane, yet a few per cent, 9 of the 200, ended on the side they came from. An ion that passes close to a nucleus meets a potential far above the average and can be thrown back. At \(\psi_b\) itself, where the smeared model puts its dividing line, about four fifths crossed. For this lattice and this direction, the change from full reflection to predominant crossing in the sample lies between \(\psi_a\) and \(\psi_b\), and it has a tail above \(\psi_b\).

**Q.** Then what may I safely use the formula for?

**A.** For the angle up to which ideal smeared planes hold an ion, and, within that model, for its square-root dependence on \(\sigma\) and \(E\). For planes of separate atoms it is only a first estimate. In the example the averaging is not justified at \(\psi_a\), and ions reflected there typically leave with more normal energy than they came with, so the limit for lasting channelling is lower. The square root in \(a\) holds only under the conditions found above: a closest approach that is zero or a fixed multiple of \(a\), and \(a\ll d\). In the example the two prefactors give 1.6° and 2.2° for an isolated plane, and the stack brings the upper one down to 1.9° for a start at mid-channel and the lower one to 1.3°. The spread among these values is a fair warning against quoting a critical angle to three digits for a real crystal.

For a direction that keeps the atoms well spread sideways, the averaging becomes better founded at higher energy. At a fixed ratio \(\psi/\psi_a\) the turning height does not change, while \(\psi\) falls as \(E^{-1/2}\), so \(m\) grows as \(E^{1/2}\). To raise \(m\) at \(\psi_a\) from 0.9 to 10 would take an energy more than a hundred times larger. At lower energy \(m\) shrinks and the angles grow, so that both the smearing and the small-angle step get worse.

**Q.** And in a real implantation?

**A.** Three things left out here then matter. Vibrating atoms leave their plane, which rounds and lowers the top of the averaged barrier; in the example a Gaussian displacement with a root-mean-square value of 0.14 bohr normal to the plane lowers \(Y(0)\) from 5.71 to 4.68 hartree. Collisions with electrons and with displaced atoms change the normal energy, so an ion that starts below the limit can later exceed it. The ion also slows down, so \(E\) in the formula changes along its path. The formula describes whether an ion of given energy and normal energy is held by ideal smeared planes at that moment. How many ions stay channelled down to a given depth is a further question, which needs those processes.
